# Does a Zero Nucleation Delay Prove Uniform Dielectric Nucleation?

**Q.** I deposit an oxide on a two-dimensional channel by atomic layer deposition and plot thickness against cycle number. Between 300 and 500 cycles the points lie on a straight line that, within error, passes through the origin. Islands starting from a few seeds would have lost time at the beginning, and the line would show a delay. I conclude that the film nucleated uniformly.

**A.** Let us test that on a film that certainly did not. Suppose that seeds of areal density $N$ are all present at cycle 0, with negligible size. No oxide forms on the bare channel. On oxide, every surface advances along its own normal by $g$ per cycle. After $n$ cycles each seed has become a hemisphere of radius

$$r=gn .$$

When hemispheres merge, the film is still their union: a further step $dr$ adds the points within $dr$ of existing oxide, and these are the points within $r+dr$ of some seed. At a place whose nearest seed is a lateral distance $d$ away, the film height is therefore

$$H=\sqrt{r^2-d^2}\ \ (d<r),\qquad H=0\ \ (d\ge r).$$

The nearest seed decides because the square root falls as $d$ grows. By thickness $h$ I mean the average of $H$ over the substrate, that is, oxide volume per area. A uniform film would have $h=gn=r$. How far behind is the island film?

**Q.** A long way, if the seeds are far apart. A place far from any seed waits many cycles before it is covered.

**A.** It waits, but look at its height afterwards. For $d<r$, multiply and divide by the conjugate sum:

$$r-H=r-\sqrt{r^2-d^2}=\frac{d^2}{r+\sqrt{r^2-d^2}}\le\frac{d^2}{r}.$$

For $d\ge r$ the deficit is $r$, which is also no larger than $d^2/r$. Averaging over the substrate gives

$$0\le r-h\le\frac{\langle d^2\rangle}{r}.$$

If $\langle d^2\rangle$ is finite, the deficit vanishes as the film thickens. The leading term follows from the same fraction. At fixed $d$, $r(r-H)$ tends to $d^2/2$, and it never exceeds $d^2$, whose average is finite. The limit may then be taken inside the average:

$$r-h\simeq\frac{\langle d^2\rangle}{2r}.$$

So $h$ approaches the line $gn$, which passes through the origin. The tops of the hemispheres have been rising at $g$ since cycle 0, and the oxide that spreads sideways from them fills the valleys almost to the same level.

**Q.** Then material was missing early and is no longer missing. Where did it come from?

**A.** From extra surface area. To see it we need the whole curve, so take seeds placed at random and independently. The chance of finding no seed within a distance $\rho$ of a given point is $e^{-\pi N\rho^2}$. The height exceeds $z$ when a seed lies within $\sqrt{r^2-z^2}$, so

$$P(H>z)=1-e^{-\pi N(r^2-z^2)},\qquad 0\le z<r .$$

Since $H=\int_0^H dz$, the average height is the integral of this probability:

$$h=\int_0^r P(H>z)\,dz=r-e^{-\pi Nr^2}\int_0^r e^{\pi Nz^2}dz .$$

Put $k=\sqrt{\pi N}$, $u=kz$ and $x=kr$. Then $dz=du/k$ and

$$h=r-\frac{D(x)}{k},\qquad D(x)=e^{-x^2}\int_0^x e^{u^2}du .$$

$D$ is the Dawson function. Differentiating its two factors gives $D'=-2xD+1$, and because $dx/dr=k$,

$$\frac{dh}{dr}=1-D'(x)=2xD(x).$$

A surface that advances by $dr$ along its normal adds a volume equal to its area times $dr$. Hence $2xD(x)$ is the oxide surface area per unit substrate area.

At small $x$, $D\simeq x$ and the area is $2x^2=2\pi Nr^2$, that of separate hemispheres. Integrating gives $h\simeq\tfrac23\pi Nr^3$, well below $r$. For large $x$, substitute $u=x-v$:

$$D(x)=\int_0^x e^{-2xv+v^2}dv .$$

In this range the exponent is at most $-xv$, so values of $v$ of order $1/x$ dominate and $e^{v^2}\simeq1+v^2$. The two integrals give

$$D(x)\simeq\frac1{2x}+\frac{2}{(2x)^3}=\frac1{2x}+\frac1{4x^3},\qquad \frac{dh}{dr}\simeq1+\frac1{2x^2}.$$

The area approaches 1 from above. Numerical maximization of $2xD$ gives a peak of 1.285 at $x=1.50$. The bumpy film grows faster than a flat one, and this excess repays the early loss: the accumulated debt is $D(x)/k$, which tends to zero.

**Q.** But if the film grows faster than $g$ while still thinner than $gn$, a line drawn through late points should cut the axis at a positive cycle number.

**A.** It does, for any finite thickness. The tangent at $r$ reaches zero thickness at $r-h/h'$, where $h'=dh/dr$. With $k=x/r$, the leading late forms are

$$h\simeq r\left(1-\frac1{2x^2}\right),\qquad h'\simeq1+\frac1{2x^2},\qquad \frac{h}{h'}\simeq r\left(1-\frac1{x^2}\right).$$

The intercept is $r/x^2=1/(\pi Nr)$ as a length. Half comes from the missing thickness and half from the steeper slope. Dividing by $g$ turns it into cycles:

$$n_{\rm delay}\simeq\frac{1}{\pi Ngr}=\frac1{\pi Ng^2n}.$$

The correct statement is therefore that the delay tends to zero as the fitted points move to thicker films. Whether you can tell it from zero is a question of numbers.

**Q.** Then use numbers like mine. I grow alumina on MoS$_2$ at roughly 0.1 nm per cycle.

**A.** Take $g=0.1$ nm/cycle and, as an assumed seed density, $N=3\times10^{12}$ cm$^{-2}=0.03$ nm$^{-2}$. The spacing $1/\sqrt N$ is 5.8 nm, and $1/k=1/\sqrt{0.03\pi}=3.26$ nm. At 300, 350, 400, 450 and 500 cycles the formula for $h$ gives 29.822, 34.848, 39.867, 44.882 and 49.894 nm. Their mean is $\bar h=39.863$ nm at $\bar n=400$. The least-squares slope is

$$b=\frac{\sum(n-\bar n)h}{\sum(n-\bar n)^2}=\frac{2508.9}{25000}=0.1004\ \text{nm/cycle},$$

and the line crosses zero at $\bar n-\bar h/b$, a delay of 2.8 cycles. The tangent law at the centre of the window gives nearly the same:

$$\frac1{\pi(0.03)(0.1)(40)}=2.65\ \text{cycles}.$$

Now give each thickness an independent random error $\sigma=0.2$ nm. In $n_0=\bar n-\bar h/b$, the errors of $\bar h$ and $b$ are uncorrelated because $\sum(n-\bar n)=0$. Their variances are $\sigma^2/5$ and $\sigma^2/\sum(n-\bar n)^2$. Small changes obey $\delta n_0=-\delta\bar h/b+(\bar h/b)\,\delta b/b$, and $\bar h/b=\bar n-n_0$, so the standard error is

$$\frac{\sigma}{b}\sqrt{\frac15+\frac{(\bar n-n_0)^2}{\sum(n-\bar n)^2}}
=\frac{0.2}{0.1004}\sqrt{0.2+\frac{397.2^2}{25000}}\simeq5.1\ \text{cycles}.$$

A delay of $2.8\pm5.1$ cycles is compatible with zero. Your plot would look the same for this island film.

**Q.** Does the zero then tell me nothing about the seeds?

**A.** It tells you something weaker. Keep the window and the standard error fixed and lower $N$. Solving numerically for the density at which the error-free fitted delay equals two standard errors gives $8.3\times10^{11}$ cm$^{-2}$. Within this model, a measured delay of zero speaks against densities below about that value. At $10^{11}$ cm$^{-2}$, for instance, the fitted delay would be 98 cycles. The zero does not separate $3\times10^{12}$ cm$^{-2}$ from a film that started everywhere.

**Q.** My thick films are also smooth. Surely islands would leave roughness.

**A.** They do, but it fades at the same rate as the deficit. From $H^2=\int_0^H2z\,dz$,

$$\langle H^2\rangle=\int_0^r2z\,P(H>z)\,dz=r^2-\frac{1-e^{-\pi Nr^2}}{\pi N},$$

and the rms roughness is $\sqrt{\langle H^2\rangle-h^2}$. Its late form is easier to see from $H\simeq r-d^2/(2r)$. For random seeds $P(d^2>s)=e^{-\pi Ns}$, an exponential distribution, whose mean and standard deviation are both $1/(\pi N)$. Thickness deficit and roughness therefore share the late form $1/(2\pi Nr)$. At 400 cycles this is $1/(2\pi\times0.03\times40)=0.13$ nm. The history of the same film is more revealing:

| Cycles | Uniform (nm) | Islands, mean (nm) | Roughness (nm) | Bare fraction |
|---:|---:|---:|---:|---:|
| 25 | 2.5 | 0.785 | 0.95 | 0.555 |
| 50 | 5.0 | 3.637 | 1.47 | 0.095 |
| 100 | 10.0 | 9.435 | 0.61 | $8.1\times10^{-5}$ |
| 400 | 40.0 | 39.867 | 0.13 | negligible |

The bare fraction is $P(d>r)=e^{-\pi Nr^2}$. At 50 cycles the two films differ by 1.36 nm, nearly seven times the assumed error of one measurement. At 400 cycles they differ by less than that error.

**Q.** So the evidence lies in the early cycles. Would my straight-line fit reveal it there?

**A.** In this example, yes. A line through 60, 70, 80, 90 and 100 cycles has a slope of 0.113 nm/cycle and a delay of 16 cycles. With the same 0.2 nm errors their standard errors are 0.006 nm/cycle and 4 cycles, so the delay is clear while the excess slope is only about two standard errors. Neither is a steady property of the process: the slope is 13% above $g$ because the surface is still corrugated. The growth rate peaks at 0.128 nm/cycle near cycle 49, where $r=1.50/k$. A uniform film under the same growth law would show 0.1 nm/cycle throughout. Since surface chemistry may also change the early rate, an image of the coverage is more direct evidence than the rate alone.

**Q.** Does it matter, if the finished film closes anyway?

**A.** For a thick film it may not. For a gate dielectric it can. At 100 cycles the mean thickness is already 9.4 nm, yet a gate of 1 µm$^2$, or $10^6$ nm$^2$, has an expected bare area of $10^6\times8.1\times10^{-5}=81$ nm$^2$. That is an average over many gates. In the model it consists of about 20 openings of roughly 4 nm$^2$ each, most of them narrower than about 2 nm, a scale at which the continuum picture is only a guide. Gate metal that does enter such an opening can touch the channel. The fraction thinner than 2 nm, a rough scale at which tunnelling becomes a concern, is

$$P(H<2\ \text{nm})=e^{-0.03\pi(10^2-2^2)}=1.2\times10^{-4},$$

bare places included. This counts vertical height only; the channel area within 2 nm of the space above the film in any direction is roughly five times larger. A bare fraction of $10^{-6}$ needs $r=\sqrt{\ln(10^6)/(\pi N)}$, or 121 cycles. The thickness line extrapolated from 300 to 500 cycles contains no warning of this.

**Q.** You gave the seeds no size and no waiting time. Real seeds have both.

**A.** Let them appear together after $n_d$ cycles with radius $r_0$. Then $r=r_0+g(n-n_d)$. The asymptote $h=r$ crosses zero at

$$n=n_d-\frac{r_0}{g}.$$

This contains no $N$, so even a nonzero asymptotic delay does not measure seed density. The two terms can also cancel: a dead time of 5 cycles is hidden by a seed radius of 0.5 nm. With that radius and no dead time, the fit in your window gives $-2.3$ cycles instead of 2.8.

**Q.** Suppose new seeds keep appearing on the bare parts. That must leave a lasting delay.

**A.** Let them appear at a constant rate $J$ per bare area per cycle. We may also count fictitious seeds that land under existing oxide, because their hemispheres stay inside it and change nothing. A seed born at cycle $t$ has radius $\rho=g(n-t)$. It raises the film above $z$ at a given point if it lies within $\sqrt{\rho^2-z^2}$. With $dt=d\rho/g$ in magnitude, the expected number of such seeds is

$$\frac{\pi J}{g}\int_z^r(\rho^2-z^2)\,d\rho
=\frac{\pi J}{3g}\left(r^3-3rz^2+2z^3\right)
=\frac{\pi J}{3g}(r-z)^2(r+2z).$$

The probability that there are none is the exponential of minus this number. Integrating that probability over $z$ gives the deficit. With $s=r-z$,

$$r-h=\int_0^r\exp\left[-\frac{\pi J}{3g}s^2(3r-2s)\right]ds
\simeq\int_0^\infty e^{-\pi Jrs^2/g}\,ds=\frac12\sqrt{\frac{g}{Jr}} .$$

The approximation holds late, when the $s$ that matter are much smaller than $r$. This deficit also vanishes, so the asymptotic delay is again zero, but the approach is slower. Call the deficit $\Delta\propto r^{-1/2}$. The slope is $1+\Delta/(2r)$, and the tangent intercept is $\Delta+\Delta/2=3\Delta/2$ to leading order.

For a fair comparison, keep the final number of seeds the same. Setting $z=0$ and $r=gt$ gives the bare fraction $e^{-\pi Jg^2t^3/3}$, so the final density is

$$J\int_0^\infty e^{-\pi Jg^2t^3/3}dt=J\,\Gamma\!\left(\tfrac43\right)\left(\frac{3}{\pi Jg^2}\right)^{1/3}.$$

It equals $3\times10^{12}$ cm$^{-2}$ for $J=6.3\times10^{10}$ cm$^{-2}$ per cycle. At $r=40$ nm, $\Delta=\tfrac12\sqrt{0.1/(6.3\times10^{-4}\times40)}\simeq1.0$ nm, and the intercept is about 1.5 nm, or 15 cycles. Fitting thicknesses from the full integral in your window also gives 15 cycles. That is about three of your standard errors, so you would probably notice it.

**Q.** How far should I trust the model for alumina on MoS$_2$?

**A.** The growth per cycle is a rough typical value. The seed density is an assumption, since it depends on defects, contamination and surface treatment. With the final seed density held fixed, letting the seeds appear over time moved the fitted delay from 2.8 to 15 cycles. Slow spreading along the surface can matter as much. If growth along the surface is slower than vertical growth by a factor $\kappa$ and each island is a half-ellipsoid, then $d$ is replaced by $d/\kappa$, equivalent to a density $\kappa^2N$; $\kappa=0.8$ gives 4.4 cycles and $\kappa=0.4$ gives 18 cycles. Seeds on a square lattice have $\langle d^2\rangle=2/(12N)=1/(6N)$, because each coordinate is uniform over one spacing, and the delay falls to 1.5 cycles. An optical thickness obtained by assuming a flat layer may also differ from the volume average $h$ while the film is rough.

**Q.** And if the seeds sit along steps, with wide empty terraces between them?

**A.** Then $\langle d^2\rangle$ is large and your window may not be late. For densely seeded parallel lines a distance $L$ apart, $d$ is uniform from 0 to $L/2$, so $\langle d^2\rangle=L^2/12$, and the film closes at $r=L/2$. The zero-delay line is approached when $r$ is large compared with this scale. With one seeded edge and an unlimited empty terrace, $\langle d^2\rangle$ is infinite and the argument gives no such line.

**Q.** Then I must withdraw the word "uniform". My line shows only that the contributions of dead time, seed size and the islands' unfinished catching-up at 300 to 500 cycles, in both thickness and slope, add up to a delay near zero, with seed size counting as negative.

**A.** Yes, for growth of this kind. To decide how the film began, measure thickness and coverage below about 100 cycles at this seed density; more generally, while $r$ is no more than a few times $1/\sqrt{\pi N}$ and the missing thickness or bare area is still large enough for you to measure.

All numerical values are calculated from the stated model.
